# Why the infrared axes of monoclinic hafnia rotate with frequency

In a three-phonon model with parameters in the rough range of monoclinic hafnia, the major axis of the real permittivity lies at 24° from the crystal axis $a$ at 240 cm$^{-1}$, at 78° at 250 cm$^{-1}$ and at 106° at 260 cm$^{-1}$. The phonon responsible has its dipole at 20° throughout. How can the axis turn through 82° when nothing in the crystal turns?

The measured axes belong to a sum of responses. Each phonon contributes along a fixed direction, but its weight in the sum depends on frequency and changes sign at resonance. When oblique contributions are added in changing proportions, the axes of the total can move.

## What symmetry fixes and what it leaves free

Monoclinic hafnia has space group $P2_1/c$, with a twofold screw axis along $b$. Let $x$ lie along $a$, $y$ along $b$, and $z$ perpendicular to $a$ in the $a$-$c$ plane. Angles are measured from $x$ towards $z$.

The twofold rotation sends a dipole $(p_x,p_y,p_z)$ to $(-p_x,p_y,-p_z)$. A phonon that is even under it can have a dipole only along $b$ ($A_u$); one that is odd can have a dipole only in the $a$-$c$ plane ($B_u$). The rotation reverses an in-plane dipole but leaves its line unchanged, so it selects no line in the plane. Each $B_u$ phonon has its own angle, set by forces, masses and charges.

The cell holds 12 atoms, all in general positions, hence 36 modes shared equally among four symmetry types, nine each. Removing the uniform translations, one $A_u$ and two $B_u$, leaves eight infrared modes along $b$ and seven in the plane. A generic spring lattice with this space group, not a model of hafnia's forces, gave these counts, with in-plane dipoles at seven different angles from 49° to 170°.

Its real major axis was at 136.3° at 100 cm$^{-1}$ and 136.8° at 300 cm$^{-1}$. Low symmetry permits rotation but does not set its size, and two sampled frequencies may show little of it.

Ferroelectric hafnia is usually assigned to the orthorhombic group $Pca2_1$. There each infrared mode has its dipole along a crystal axis. The same kind of spring lattice with this symmetry gave 24 active modes, all on the axes. The permittivity is then diagonal in the crystal frame at every frequency; its principal values may exchange order, but its axes do not turn gradually.

## From phonon dipoles to permittivity

Take linear response, harmonic phonons with independent damping, and a wavelength much longer than the cell. In atomic units, let $Q_j$ be the mass-weighted amplitude of mode $j$ and $\mathbf p_j$ its dipole per unit amplitude. A macroscopic field $\mathbf E$ drives it according to

$$\ddot Q_j+\gamma_j\dot Q_j+\omega_j^2Q_j=\mathbf p_j\cdot\mathbf E .$$

Here $\omega_j$ is the frequency at zero macroscopic field, the transverse-optical frequency. With time factor $e^{-i\omega t}$, each time derivative becomes $-i\omega$, so

$$Q_j=\frac{\mathbf p_j\cdot\mathbf E}{\omega_j^2-\omega^2-i\gamma_j\omega}.$$

The ionic polarization is $\sum_j\mathbf p_jQ_j/V$, with $V$ the cell volume. Since $\mathbf D=\mathbf E+4\pi\mathbf P$ in these units,

$$\boldsymbol\varepsilon(\omega)=\boldsymbol\varepsilon_\infty+\frac{4\pi}{V}\sum_j\frac{\mathbf p_j\mathbf p_j^{T}}{\omega_j^2-\omega^2-i\gamma_j\omega}.$$

The force-constant matrix at zero wavevector is real and symmetric, so its eigenvectors, and hence the $\mathbf p_j$, can be chosen real. They do not depend on the driving frequency. In the $P2_1/c$ spring lattice this sum agreed with a direct solution of the driven equations of all atoms at 100 and 300 cm$^{-1}$.

In the plane write $\mathbf p_j=p_j(\cos\phi_j,\sin\phi_j)$ and define the static strength $\Delta_j=4\pi p_j^2/(V\omega_j^2)$. The real part of a mode's response is its direction matrix times

$$R_j(\omega)=\Delta_j\omega_j^2\,
\frac{\omega_j^2-\omega^2}{(\omega_j^2-\omega^2)^2+\gamma_j^2\omega^2}.$$

Below resonance $R_j$ is positive: the ions follow the field. Above it $R_j$ is negative: they move against it.

## The anisotropy as an arrow

A real symmetric $2\times2$ matrix is its mean value plus an anisotropic part. Put the latter into one complex number,

$$N=\tfrac12(\varepsilon'_{xx}-\varepsilon'_{zz})+i\varepsilon'_{xz}=|N|e^{2i\theta},$$

where the prime on $\varepsilon$ marks the real part. The principal values are the mean plus and minus $|N|$, and $\theta$ is the direction of the algebraically larger one. The angle is doubled because an axis turned by 180° is the same axis.

For a mode direction, $\tfrac12(\cos^2\phi_j-\sin^2\phi_j)+i\cos\phi_j\sin\phi_j=\tfrac12e^{2i\phi_j}$. Therefore

$$N(\omega)=N_\infty+\tfrac12\sum_jR_j(\omega)e^{2i\phi_j}.$$

The phonons are arrows of fixed line and variable signed length; the observed axis is half the angle of their resultant.

The example uses these constants:

| Mode | $\omega_j$ (cm$^{-1}$) | $\Delta_j$ | $\gamma_j$ (cm$^{-1}$) | $\phi_j$ |
|---|---:|---:|---:|---:|
| 1 | 250 | 10 | 10 | 20° |
| 2 | 340 | 8 | 12 | 75° |
| 3 | 500 | 2 | 20 | 140° |

The electronic components are $xx=4.7$, $zz=4.3$ and $xz=0.1$, so $N_\infty=0.2+0.1i$.

At 300 cm$^{-1}$ the weights are $-22.46$, $35.42$ and $3.12$. Halving them and attaching the doubled angles gives

$$\begin{aligned}
N&=0.2+0.1i-11.23e^{i40^\circ}+17.71e^{i150^\circ}+1.56e^{i280^\circ}\\
&=-23.47+0.20i .
\end{aligned}$$

This arrow points at 179.5°, so the major axis lies at 89.8°. No phonon dipole points there. The first mode, driven above resonance, pushes the major axis away from its own dipole, while the second, still below resonance, pulls it towards 75°.

## When the axes turn, and when they cannot

Since $\theta=\tfrac12\operatorname{Im}\ln N$,

$$\frac{d\theta}{d\omega}=\frac12\operatorname{Im}\frac{1}{N}\frac{dN}{d\omega}
=\frac{\operatorname{Im}(N^*\,dN/d\omega)}{2|N|^2}.$$

Treat the electronic term as member $j=0$, with constant $R_0=2|N_\infty|$ and $2\phi_0=\arg N_\infty$. Inserting the sum for $N$ gives

$$\operatorname{Im}\Big(N^*\frac{dN}{d\omega}\Big)=\frac14\sum_{j,k}R_j\frac{dR_k}{d\omega}\sin2(\phi_k-\phi_j).$$

Terms with $j=k$ vanish. The sine changes sign when $j$ and $k$ are exchanged, so the two orders of each pair combine:

$$\frac{d\theta}{d\omega}=\frac1{8|N|^2}\sum_{j<k}
\left(R_j\frac{dR_k}{d\omega}-R_k\frac{dR_j}{d\omega}\right)
\sin2(\phi_k-\phi_j).$$

The bracket equals $R_j^2\,d(R_k/R_j)/d\omega$ where $R_j\ne0$. A pair thus contributes when its members are oblique, neither parallel nor perpendicular, and the ratio of their weights changes. The formula agreed with the numerically differentiated matrix axes at eight frequencies between 100 and 650 cm$^{-1}$. At 300 cm$^{-1}$ the rate is $-0.42$° per cm$^{-1}$.

Contributions of several pairs can cancel at one frequency. Can they cancel at all frequencies? Suppose the axes stay at $\theta_0$ and $\theta_0+90^\circ$. Then $Ne^{-2i\theta_0}$ must be real:

$$\operatorname{Im}(N_\infty e^{-2i\theta_0})+\tfrac12\sum_jR_j(\omega)\sin2(\phi_j-\theta_0)=0 .$$

As $\omega\to\infty$ every $R_j$ vanishes, so the electronic term must vanish separately. For the rest, regard $R_j$ as a function of complex $s=\omega^2$. For $0<\gamma_j<2\omega_j$ its denominator,

$$s^2-(2\omega_j^2-\gamma_j^2)s+\omega_j^4,$$

has a conjugate pair of roots. Two modes that share one root share both, and so have equal $\omega_j$ and $\gamma_j$. The numerator vanishes at $s=\omega_j^2$, where the denominator is $\gamma_j^2\omega_j^2\ne0$, so no root is cancelled. An undamped mode has a single pole at $s=\omega_j^2$.

If all modes differ in frequency or damping, approaching a pole of one makes that term alone diverge, and its coefficient must be zero. Hence $\sin2(\phi_j-\theta_0)=0$ for every active mode.

The axes are therefore fixed at all frequencies if and only if all active dipoles are parallel or perpendicular to one another and the electronic anisotropy is zero or shares their axes. This holds for independently damped modes that are not overdamped and have distinct frequency-damping pairs. The statement concerns the pair of axes; the labels major and minor may still be exchanged.

With dipoles at 30°, 120° and 30° and an electronic axis at 30°, the computed pair stayed fixed to rounding error from 50 to 700 cm$^{-1}$. Changing 120° to 125°, with all else held fixed, moved the pair by up to 23° at the whole wavenumbers sampled. Between samples it moves further: where the anisotropy along the original axes passes through zero, only the oblique part is left, and the pair stands at 45° to its original directions. A small misalignment has a large effect where the main contributions nearly cancel.

## Between the lines, and through a line

Consider two undamped modes with $\omega_1<\omega_2$ on an isotropic electronic background. With $S_j=\Delta_j\omega_j^2$, $R_j=S_j/(\omega_j^2-\omega^2)$ and $dR_j/d\omega=2\omega R_j/(\omega_j^2-\omega^2)$. The difference of the two reciprocal denominators in the bracket is

$$\frac1{\omega_2^2-\omega^2}-\frac1{\omega_1^2-\omega^2}
=\frac{\omega_1^2-\omega_2^2}{(\omega_1^2-\omega^2)(\omega_2^2-\omega^2)},$$

and multiplying it by $2\omega R_1R_2$ gives

$$\frac{d\theta}{d\omega}=-\frac{\omega S_1S_2(\omega_2^2-\omega_1^2)\sin2(\phi_2-\phi_1)}
{4|N|^2(\omega_1^2-\omega^2)^2(\omega_2^2-\omega^2)^2}.$$

Apart from the sine, all the factors after the minus sign are positive. The pair of axes therefore turns in one sense at every frequency away from the poles. For dipoles at 20° and 75° that sense is negative.

At an undamped pole, $R_j$ leaves through $+\infty$ and returns from $-\infty$. The major axis lies along the dipole just below the pole and perpendicular to it just above. This exchanges the labels without moving the pair.

Damping changes this. Now $R_j$ passes through zero, where $dR_j/d\omega=-2\Delta_j\omega_j/\gamma_j^2$. At $\omega_1$ the bracket reduces to $-R_2\,dR_1/d\omega$, which is positive because $R_2>0$ there. At $\omega_2$ it is $R_1\,dR_2/d\omega$, a product of two negative numbers. At both line centres the turn is thus opposite to the undamped sense. The computed rates for modes 1 and 2 alone were $+78$ and $+87$° per cm$^{-1}$.

The size of this turn follows by freezing everything except the resonant mode. Let $B$ be the anisotropy of the electrons and the other phonons at $\omega_j$, and write $Be^{-2i\phi_j}=B_\parallel+iB_\perp$. Then

$$\theta=\phi_j+\tfrac12\arg\left(B_\parallel+\tfrac12R_j+iB_\perp\right).$$

For a narrow line, $R_j$ has extrema $\pm\Delta_j\omega_j/(2\gamma_j)$ near $\omega_j\mp\gamma_j/2$. If half of this is much larger than $|B|$, the arrow swings from nearly parallel to nearly antiparallel to the mode. The axis, at half the angle, turns by nearly 90°, in the sense given by the sign of $B_\perp$.

For the line at 250 cm$^{-1}$, $|B|=7.75$ and the background axis is at 78.1°. The doubled angle from the dipole is $2(78.1^\circ-20^\circ)=116.2^\circ$, which gives $B_\parallel=-3.4$ and $B_\perp=7.0$. The peak weight is $10\times250/(2\times10)=125$, half of which is 62.5. The arrow therefore goes from $59.1+7.0i$ to $-65.9+7.0i$, from about 7° to 174°. Half the difference is 83.6°; the full model gives 83.7°. The other two lines also turn the axis by about 83°.

Most of this happens well inside the linewidth. Differentiating the frozen-background angle at the centre gives

$$\left.\frac{d\theta}{d\omega}\right|_{\omega_j}\simeq
\frac{B_\perp\Delta_j\omega_j}{2\gamma_j^2|B|^2}.$$

For the first line this is about 1.45 rad, or 83°, per cm$^{-1}$. The resonant term $\tfrac12R_j$ reaches the size of $B_\perp$ at a distance of only $B_\perp\gamma_j^2/(\Delta_j\omega_j)\approx0.3$ cm$^{-1}$ from the centre. A spectrum sampled every few cm$^{-1}$ shows an apparent jump.

At $\omega_j$ itself $R_j=0$, so the real axes are those of everything except the resonant phonon. This explains the 78° at 250 cm$^{-1}$.

## Following the axis across the spectrum

The table follows the real axis continuously. An angle above 180° is the same axis as that angle minus 180°.

| $\omega$ (cm$^{-1}$) | Real major axis | Imaginary major axis |
|---:|---:|---:|
| 150 | 36.2° | 28.5° |
| 240 | 23.7° | 20.4° |
| 250 | 78.1° | 20.1° |
| 260 | 105.8° | 20.6° |
| 300 | 89.8° | 60.7° |
| 340 | 117.1° | 74.9° |
| 500 | 152.6° | 139.9° |
| 600 | 203.6° | 136.5° |
| 1000 | 176.0° | 118.6° |

In the static limit $R_j=\Delta_j$, and the axis is at 40.2°. It moves back towards 20° as the first mode gains weight, turns forward through the line, then moves back again between 260 and 300 cm$^{-1}$. The net turn from zero to 1000 cm$^{-1}$ is 136°. At much higher frequency the model tends to the electronic axis, $\tfrac12\arctan(0.1/0.2)=13^\circ$. At 1000 cm$^{-1}$ the phonon tails still matter because $N_\infty$ is small.

The imaginary part contains the same directions with different weights,

$$I_j=\Delta_j\omega_j^2\frac{\gamma_j\omega}{(\omega_j^2-\omega^2)^2+\gamma_j^2\omega^2},$$

which are positive and, for a narrow line, peak very close to where $R_j$ crosses zero. At a narrow, isolated line the imaginary major axis therefore points along the dipole. At the three line centres it was within 1° of the assigned angle.

Between lines the two parts generally have different axes. In the frame that diagonalizes the real part, the imaginary part keeps an off-diagonal element $|N''|\sin2(\theta''-\theta)$, where $N''$ and $\theta''$ are its anisotropy and axis. At 300 cm$^{-1}$ the axes differ by 29°, so no real rotation diagonalizes the complex permittivity there.

## How far this applies to hafnia films

The example is not a fit to hafnia, which has seven in-plane modes rather than three. Its mean static in-plane permittivity, 14.5, is somewhat below the rough range of 16 to 20 usual for the monoclinic phase; its electronic value of 4.5 is in the expected region. The individual angles should not be read as predictions for hafnia.

The model also assumes a single untwinned crystal, which a real film need not be. Consider (001) twins, whose boundary contains $a$ and $b$ and has normal $z$. Reflection in that plane reverses $\varepsilon_{xz}$. In a laminate of layers thin compared with the wavelength but thick enough to keep bulk properties, $E_x$ and $D_z$ are common to all layers. With $s=\pm1$ for the two orientations,

$$E_z^{(s)}=\frac{D_z-s\varepsilon_{xz}E_x}{\varepsilon_{zz}} .$$

Let $f$ be the minority fraction, so the average of $s$ is $m=1-2f$. Averaging this equation gives $D_z=\varepsilon_{zz}\bar E_z+m\varepsilon_{xz}E_x$. Inserting $E_z^{(s)}$ into $D_x^{(s)}=\varepsilon_{xx}E_x+s\varepsilon_{xz}E_z^{(s)}$, averaging with $s^2=1$, and eliminating $D_z$ gives

$$\bar D_x=\left[\varepsilon_{xx}-(1-m^2)\frac{\varepsilon_{xz}^2}{\varepsilon_{zz}}\right]E_x+m\varepsilon_{xz}\bar E_z .$$

Equal fractions give $m=0$ and lock the axes to $x$ and $z$, although every layer is monoclinic. The absence of rotation in a film is therefore not proof of orthorhombic symmetry.

The effects below were applied to the example one at a time. Changes are relative to the original model, sampled every 1 cm$^{-1}$ between 50 and 700 cm$^{-1}$.

| Effect | Median change | Share of samples above 10° |
|---|---:|---:|
| 10 % minority twins | 2.3° | 7.8 % |
| Extra mode at 420 cm$^{-1}$ ($\Delta=0.5$, $\gamma=15$ cm$^{-1}$, $\phi=0°$) | 1.5° | 0.3 % |
| Frequencies −1 %, widths +30 % | 0.8° | 2.5 % |
| Damping shared by modes 1 and 2, $\gamma_{12}=0.5\sqrt{\gamma_1\gamma_2}$ | 0.04° | 0.3 % |

The warming case is an assumed change, not a measured temperature law. Its largest sampled effect is 73°, that of twinning 71° and that of shared damping 29°, the last two at 250 cm$^{-1}$. Between the samples twinning reaches nearly 90° and shared damping about 40°. A small median therefore does not mean that the axis at a line centre is unaffected. For warming, large changes are expected near line centres: a 1 % shift of the first line is 2.5 cm$^{-1}$, several times the width of its fast turn. Finite light wavevector is minor by comparison, with an optical phase of at most about $2\times10^{-3}$ rad across a 0.51 nm cell at 340 cm$^{-1}$. So is electronic dispersion, of relative order $6\times10^{-5}$ for a gap of roughly 5.5 eV.

## What to do in measurement and design

Fit the complex tensor in a fixed crystal frame, giving each phonon a constant frequency, strength, width and angle. Fits to $\varepsilon_{xx}$ and $\varepsilon_{zz}$ alone give the size of each phonon's contribution to $\varepsilon_{xz}$ but not its sign, and they leave the electronic $xz$ term unknown. At 240 cm$^{-1}$ the example has $\varepsilon'_{xz}=35.9$, larger than half the difference of the diagonal elements, 32.9; setting it to zero would place the major axis at 0° instead of 24°.

Take first estimates of dipole angles from the imaginary part at the centres of strong, isolated lines, not from the real part, which there shows the background. For a weak line, or one within a couple of linewidths of a stronger neighbour, the imaginary axis can be off by several degrees. Sample strong lines at steps much smaller than their linewidth (a few tenths of a cm$^{-1}$ or less for the first line here) if the path of the real axis matters, and determine the twin fractions before using rotation to identify a phase.

For a memory capacitor the phonon-driven rotation itself can be ignored. Far below the phonons the weights differ from their static values by terms of order $\omega^2$. The example turns by 4° between zero and 150 cm$^{-1}$; scaling this quadratically to 1 GHz, or 0.033 cm$^{-1}$, gives a turn of order $10^{-7}$ degrees. This part of the capacitance then follows from the fixed static tensor, the orientation and arrangement of the grains, and the dimensions of the film. Domain switching, mobile charge and interface layers are outside the model and need separate treatment.

The full numerical output follows.

## Computed values

```
Generic P2_1/c spring lattice: in-plane modes 7 , along b 8
 in-plane wavenumbers (cm^-1): [204.4 357.8 470.7 504.  573.8 642.4 764.1]
 in-plane dipole angles (deg): [162.9 137.2  49.2 151.   78.8 154.1 170.4]
 real major axis at 100, 300 cm^-1 (deg): [136.3 136.8]
Pca2_1 control: active modes 24 , all on crystal axes
Example modes: wavenumber cm^-1, strength, width cm^-1, angle deg
  250  10.0  10  20
  340  8.0  12  75
  500  2.0  20  140
eps_inf xx, zz, xz: 4.7 4.3 0.1
Static eps xx, zz, xz: 15.24 13.76 4.33
Static major axis: 40.2 deg
w cm^-1 | real xx, zz, xz | followed real axis deg | imaginary axis deg
  150 | 20.43 16.30 6.52 | 36.2 | 28.5
  240 | 98.13 32.25 35.86 | 23.7 | 20.4
  250 | 7.43 21.60 3.13 | 78.1 | 20.1
  260 | -78.30 11.95 -27.71 | 105.8 | 20.6
  300 | -10.93 36.01 0.20 | 89.8 | 60.7
  340 | -3.47 4.46 -5.49 | 117.1 | 74.9
  420 | 2.78 -7.66 -8.74 | 150.4 | 89.9
  500 | 1.30 -2.50 -2.69 | 152.6 | 139.9
  600 | -0.04 -1.33 0.69 | 203.6 | 136.5
  1000 | 3.65 2.97 -0.05 | 176.0 | 118.6
Net followed turn, 0 to 1000 cm^-1: 135.9 deg
At 300 cm^-1: R1, R2, R3 = [-22.46  35.42   3.12]
At 300 cm^-1: N = -23.47 +0.20 i; rate -0.422 deg per cm^-1
Line cm^-1 | peak R | |B| | background axis deg | turn predicted, actual deg | centre rate deg/cm^-1
  250 | 125.0 | 7.75 | 78.1 | 83.6, 83.7 | 83.0
  340 | 113.3 | 6.78 | 117.1 | 83.2, 83.2 | 79.5
  500 | 25.0 | 3.29 | 152.6 | 83.2, 83.4 | 9.3
Two damped modes, centre rates (deg per cm^-1): [77.5 86.8]
Parallel/perpendicular dipoles: largest axis drift 5.7e-14 deg
One dipole turned by 5 deg: largest axis drift 23.1 deg
Neglected effects, 50-700 cm^-1: median change deg | % of scan above 10 deg | max deg
  warming: frequencies -1 %, widths +30 %: 0.78 | 2.5 | 72.7
  shared damping 0.5 sqrt(g1 g2): 0.04 | 0.3 | 29.4
  extra mode 420 cm^-1, strength 0.5, 0 deg: 1.46 | 0.3 | 10.1
  10 % minority (001) twins: 2.34 | 7.8 | 70.5
Largest optical phase per 0.51 nm cell at 340 cm^-1: 1.7e-03 rad
Photon energy at 340 cm^-1: 0.0422 eV; squared ratio to a 5.5 eV gap: 5.9e-05
```
